# How far can a first-order ferroelectric be superheated?

## Problem

A ferroelectric film has one polarization component $P$, uniform through the film. At zero field its free energy density, measured from the state $P=0$, is

$$F(P)=\frac{\alpha}{2}P^2-\frac{b}{4}P^4+\frac{\gamma}{6}P^6,\qquad b>0,\ \gamma>0 .$$

The quartic coefficient is $\beta=-b$; its negative sign makes the transition first order. Only $\alpha$ depends on temperature, as $\alpha=\alpha_0(T-T_0)$ with $\alpha_0>0$. At $\alpha=\alpha_c$ the polar and nonpolar minima have equal energy (coexistence). On further heating the polar state survives as a metastable minimum up to $\alpha=\alpha_s$, the superheating limit.

(a) Find $\alpha_s/\alpha_c$.

(b) Find both temperatures for $T_0=300$ K, $\alpha_0=2.4\times10^{7}$ V m/(C K), $b=4.0\times10^{11}$ V m⁵/C³ and $\gamma=1.25\times10^{13}$ V m⁹/C⁵, and judge how well the limit would hold in a 10 nm film.

Since $F(-P)=F(P)$, it is enough to treat $P\ge0$. Write $x=P^2$.

## A tempting solution

*Coexistence.* Take out a factor $x/2$ and complete the square:

$$F=\frac{x}{2}\left[\alpha-\frac{b}{2}x+\frac{\gamma}{3}x^2\right]
=\frac{x}{2}\left[\alpha-\frac{3b^2}{16\gamma}+\frac{\gamma}{3}\left(x-\frac{3b}{4\gamma}\right)^2\right].$$

The subtracted constant is $\frac{\gamma}{3}\left(\frac{3b}{4\gamma}\right)^2=\frac{3b^2}{16\gamma}$. If $\alpha$ exceeds this constant, $F>0$ for every $P\neq0$. If $\alpha$ is smaller, some polar state has $F<0$. At equality $F\ge0$, with zeros at $x=0$ and at $x_c=3b/(4\gamma)$, so two minima share the energy zero. Hence

$$\alpha_c=\frac{3b^2}{16\gamma},\qquad P_c^2=\frac{3b}{4\gamma}.$$

*Superheating limit.* A polar minimum is separated from the minimum at $P=0$ by a barrier, and at the top of a barrier the curvature is negative. The curvature is

$$F''=\alpha-3bx+5\gamma x^2=\alpha-\frac{9b^2}{20\gamma}+5\gamma\left(x-\frac{3b}{10\gamma}\right)^2 .$$

Negative curvature disappears when $\alpha$ reaches $9b^2/(20\gamma)$. The barrier is then gone, and the polar minimum with it. So $\alpha_s=9b^2/(20\gamma)$ and

$$\frac{\alpha_s}{\alpha_c}=\frac{9/20}{3/16}=\frac{12}{5}.$$

## Where it fails

The coexistence half is right. The second half uses a necessary condition as if it were sufficient. A barrier requires negative curvature, but negative curvature does not require a barrier: a curve can bend downwards while it keeps rising.

Take $\alpha=0.30\,b^2/\gamma$, below the claimed limit of $0.45\,b^2/\gamma$. The smallest curvature is $-0.15\,b^2/\gamma$, which is negative. The slope, however, is

$$F'=P\left[\alpha-bx+\gamma x^2\right]
=P\left[\alpha-\frac{b^2}{4\gamma}+\gamma\left(x-\frac{b}{2\gamma}\right)^2\right],$$

and its bracket is at least $0.05\,b^2/\gamma$. The energy rises for all $P>0$, so there is neither a barrier nor a polar minimum.

The omitted condition is equilibrium, $F'=0$. The value $9b^2/(20\gamma)$ answers a different question. In a field $E$ along $P$, equilibrium reads $E=F'(P)$. Once $F''\ge0$ everywhere, $E$ rises steadily with $P$, and no field can give two stable states. Below that value, but above the true $\alpha_s$, bistability needs an applied field.

## Correct solution

**Existence.** A polar equilibrium needs the bracket in $F'$ to vanish. Its square term cannot be negative, so this is possible if and only if $\alpha\le b^2/(4\gamma)$. For $0<\alpha<b^2/(4\gamma)$ there are two solutions,

$$x_\pm=\frac{b}{2\gamma}(1\pm s),\qquad s=\sqrt{1-\frac{4\alpha\gamma}{b^2}} .$$

**Stability.** Existence alone does not show that one of them is a minimum. At equilibrium $\alpha=bx-\gamma x^2$, and putting this into the curvature gives

$$F''=(bx-\gamma x^2)-3bx+5\gamma x^2=2x(2\gamma x-b).$$

Since $2\gamma x_\pm-b=\pm bs$, the curvature is $F''=\pm2x_\pm bs$. The larger root is a minimum and the smaller one is the top of the barrier. They merge as $s\to0$, so

$$\alpha_s=\frac{b^2}{4\gamma},\qquad P_s^2=\frac{b}{2\gamma}.$$

At this value $F'=\gamma P(x-x_s)^2$, with $x_s=P_s^2$. The slope touches zero without changing sign: the polar state has become an inflection point. Above $\alpha_s$, $F'>0$ for all $P>0$, and a polarization that moves down the energy slope goes to zero.

**Ratio.**

$$\boxed{\frac{\alpha_s}{\alpha_c}=\frac{b^2/(4\gamma)}{3b^2/(16\gamma)}=\frac43}$$

The coefficients $b$ and $\gamma$ cancel because they are the same at both points. The numerical prefactors in $F$ do not matter either. With $F=Ax+Bx^2+Cx^3$, $B<0$ and $C>0$, coexistence is a double root of $F/x=A+Bx+Cx^2$, so $A_c=B^2/(4C)$. The superheating limit is a double root of $dF/dx=A+2Bx+3Cx^2$, so $4B^2=12A_sC$ and $A_s=B^2/(3C)$. The ratio is again $4/3$.

**Temperature.** Because $\alpha=\alpha_0(T-T_0)$,

$$T_s-T_0=\frac43\,(T_c-T_0),\qquad T_s-T_c=\frac13\,(T_c-T_0).$$

The curvature at $P=0$ is $\alpha$, so $T_0$ is the temperature at which the nonpolar state loses stability on cooling. In this model the metastable range above $T_c$ is one third as wide as the range below it. The factor $4/3$ does not apply to absolute temperatures.

## The barrier near the limit

How closely the limit can be approached depends on the barrier out of the polar state. Use $dF=F'\,dP=\tfrac12(\alpha-bx+\gamma x^2)\,dx$, factor the quadratic, and integrate from the minimum to the barrier top:

$$\Delta F=\frac{\gamma}{2}\int_{x_+}^{x_-}(x-x_+)(x-x_-)\,dx=\frac{\gamma}{12}(x_+-x_-)^3=\frac{b^3s^3}{12\gamma^2}.$$

The integral is $+(x_+-x_-)^3/6$ because the integrand is negative between the roots and the path runs towards smaller $x$. The last step uses $x_+-x_-=bs/\gamma$. Since $s=\sqrt{1-\alpha/\alpha_s}$, coexistence has $s=\sqrt{1-3/4}=1/2$, and the barrier falls to zero as $(T_s-T)^{3/2}$.

## Numbers

With $b^2/\gamma=(4.0\times10^{11})^2/(1.25\times10^{13})=1.28\times10^{10}$ V m/C,

$$\alpha_c=\tfrac{3}{16}(1.28\times10^{10})=2.4\times10^{9},\qquad \alpha_s=\tfrac14(1.28\times10^{10})=3.2\times10^{9}\ \text{V m/C}.$$

Division by $\alpha_0$ gives $T_c-T_0=100$ K and $T_s-T_0=133.3$ K. Thus $T_c=400$ K and $T_s=433.3$ K, whose absolute ratio is 1.083. The tempting answer would put the limit 240 K above $T_0$, at 540 K.

The polarizations are $P_c=\sqrt{0.024}$ C/m² $=15.5$ uC/cm² and $P_s=\sqrt{0.016}$ C/m² $=12.6$ uC/cm². The polar state therefore disappears with a large polarization still present. A direct test integrates $dP/dt\propto-F'(P)$ from $P_c$. At 1 K below $T_s$ the polarization settles at 13.2 uC/cm²; at 1 K above, it relaxes to zero.

## How well the limit holds

Each estimate below changes one thing and keeps the other parameters fixed.

**Built-in field.** With a field $E$ along $P$, equilibrium becomes $\alpha=bx-\gamma x^2+E/P$. The first two terms are at their maximum at $x_s$, so to first order $\alpha_s$ rises by $E/P_s$. At coexistence the polar energy changes by $\tfrac12\delta\alpha\,P_c^2-EP_c$, while the nonpolar energy changes only at order $E^2$. Equality requires $\delta\alpha=2E/P_c$. For 0.1 MV/cm the full calculation raises $T_s$ by 3.3 K and $T_c$ by 5.3 K, and the ratio of coefficients falls to 1.297. The polar state that points against the same field has its limit lowered by 3.3 K instead. The shift grows nearly in proportion to the field: 1 MV/cm along $P$ raises $T_s$ by 33.5 K, as much as the whole zero-field window $T_s-T_c$, and the ratio falls to 1.11.

**Interface layer.** Let a nonpolar layer of thickness $t$ and relative permittivity $\varepsilon_i$ lie in series with a film of thickness $d$, with the electrodes at equal potential. Then $E_fd+E_it=0$ and $\varepsilon_0E_f+P=\varepsilon_0\varepsilon_iE_i$. Substituting $E_i=-E_fd/t$ gives

$$E_f=-\kappa P,\qquad \kappa=\frac{t}{\varepsilon_0(\varepsilon_id+t)} .$$

Equilibrium, $F'=E_f$, now contains $\alpha+\kappa$ in place of $\alpha$. For $t=0.5$ nm, $\varepsilon_i=30$ and $d=10$ nm, $\kappa=1.88\times10^8$ V m/C. This lowers $T_0$, $T_c$ and $T_s$ together by 7.8 K. The shift depends strongly on the layer: it is 23 K for $\varepsilon_i=10$ and 60 K for $\varepsilon_i=3.9$. At $P=P_c$ the layer carries 5.8 MV/cm for $\varepsilon_i=30$, and 17 and 44 MV/cm for the lower values. At such fields leakage or trapped charge can screen the polarization, and the charge-free formula then overstates the shift. The ratio remains $4/3$ for the total coefficient, provided that the film does not split into domains.

**Other coefficients.** If $b$ depends on temperature, the two formulas contain different values of it, and the ratio becomes $\frac43(b_s/b_c)^2$. A weakening of 0.1 % per kelvin, counted from $T_c$, gives 1.264 and $T_s=426.4$ K. A positive eighth-order term, with 10 % of the sixth-order energy at the original $P_c$, gives a ratio of 1.345, with $T_c=391.7$ K and $T_s=423.4$ K.

**Thermal escape.** Suppose that a grain of volume $V$ switches as a whole, with attempt rate $f=10^{12}$ s⁻¹. It typically escapes within a time $\tau=1$ s when $V\Delta F\approx k_BT\ln(f\tau)$, or about $27.6\,k_BT$. At $T_c$ the barrier density is 0.0266 eV/nm³. This is 26.6 eV for a 10 nm cube and 3.3 eV for a 5 nm cube, against $k_BT=0.034$ eV. Escape then sets in about 4 K and 15 K below $T_s$ respectively, near 430 K and 418 K. The attempt rate is an assumption: for $f\tau$ between $10^9$ and $10^{15}$ these margins run from 3.1 to 4.4 K and from 12 to 17 K.

**Comparison with hafnia films.** The parameters are round effective values, not a fit. A polarization of order 10 uC/cm² and a permittivity of a few tens are roughly typical of doped hafnia and hafnia-zirconia films; the model's nonpolar permittivity of 48 at $T_c$ is on the high side. Its polar state, with relative permittivity $1+1/(\varepsilon_0F'')$, has only about 13 at $T_c$ and 5 at 300 K, well below typical measured values. Below $T_c$ the nonpolar permittivity $1+1/(\varepsilon_0\alpha)$ follows a Curie–Weiss law, reaching 95 at 350 K and about 470 at 310 K and diverging at $T_0$, far above a few tens. The parameters therefore give a realistic size of polarization, but not the dielectric response of either phase. The transition temperature depends strongly on composition and processing, so 400 K is a choice. Substrate clamping is taken as absorbed in the coefficients. Real films are polycrystalline and can contain several phases, which breaks the assumption of uniform switching. Nucleation at walls or defects, not modelled here, can end the metastable state anywhere between $T_c$ and $T_s$, a loss of up to 33 K for these parameters. The calculated $T_s$ is thus an upper bound on the survival of the polar state within the zero-field model, not a prediction of the observed transition temperature.

## Values computed for the example and the checks

```
alpha0 = 2.40e+07 V m/(C K)
T0 = 300.0 K
beta = -4.00e+11 V m^5/C^3
gamma = 1.250e+13 V m^9/C^5
alpha at coexistence, formula = 2.4000e+09 V m/C
alpha at coexistence, sampled energy = 2.4000e+09 V m/C
alpha at superheating limit, formula = 3.2000e+09 V m/C
alpha at superheating limit, sampled = 3.2000e+09 V m/C
ratio from sampled energies = 1.33333
coexistence temperature T_c = 400.0 K
superheating temperature T_s = 433.3 K
T_c - T0 = 100.0 K
T_s - T0 = 133.3 K
T_s - T_c = 33.3 K
ratio of absolute temperatures T_s/T_c = 1.083
polarization at coexistence P_c = 15.49 uC/cm2
polarization at the limit P_s = 12.65 uC/cm2
nonpolar relative permittivity at T_c = 48.1
barrier density at T_c = 0.0266 eV/nm3
relaxed P, 1 K below T_s = 13.19 uC/cm2
relaxed P, 1 K above T_s = 0.00 uC/cm2
built-in field = 0.10 MV/cm
field shift of T_c = 5.33 K
field shift of T_s = 3.30 K
alpha ratio in that field = 1.2972
film thickness = 10.0 nm
interface layer thickness = 0.5 nm
interface layer relative permittivity = 30
depolarizing coefficient = 1.879e+08 V m/C
layer lowers both T_c and T_s by = 7.83 K
assumed weakening of beta = 0.10 % per K
T_s with weakening beta = 426.4 K
alpha ratio with weakening beta = 1.2639
eighth-order share of sixth-order energy = 10 %
eighth-order coefficient = 6.944e+13 V m^13/C^7
T_c with eighth-order term = 391.7 K
T_s with eighth-order term = 423.4 K
alpha ratio with eighth-order term = 1.3447
attempt rate = 1e+12 1/s
waiting time = 1 s
barrier of 10 nm cube at T_c = 26.6 eV
barrier of 5 nm cube at T_c = 3.33 eV
thermal energy at T_c = 0.0345 eV
escape temperature, 10 nm cube = 429.5 K
escape temperature, 5 nm cube = 418.4 K
escape below T_s, 10 nm cube = 3.8 K
escape below T_s, 5 nm cube = 14.9 K
```
